# Photon Counting and the Helstrom Bound for On-Off Keying

## Problem

A binary message is sent by on-off keying. In each time slot a 0 leaves one mode of light in its vacuum state, and a 1 puts that mode into a coherent state with mean photon number $N_1$. The two bit values are equally likely, and the bits are independent. Atomic units are used in the algebra, so $\hbar=1$ and a photon of angular frequency $\omega$ has energy $\omega$.

(a) An ideal photon counter has unit efficiency and no dark counts. Find the best decision rule based on its count and the resulting error probability $P_c$. How many photons per bit, averaged over zeros and ones, does an error probability of $10^{-9}$ require?

(b) Find the smallest error probability $P_H$ that any quantum measurement can reach with the same two states (the Helstrom bound), and a measurement that reaches it.

(c) Compare counting with the bound in two ways: the errors at equal pulse energy, and the photon numbers at equal error. In which of the two does a factor of two appear?

(d) What information does the optimum measurement use that the counter ignores? Answer by treating a pulse of random phase.

(e) A real modulator does not close completely, so that the "off" pulse carries $N_0=rN_1$ photons, in phase with the "on" pulse. Which results survive?

(f) Apply the results to a 1550 nm link at 10 Mb/s with a superconducting-nanowire receiver. Take these rough typical values: efficiency 0.9, 100 dark counts per second per wire, a gate of 1 ns, an extinction ratio of 30 dB, and an array of 16 wires. Decide which imperfection matters most.

## Solution

### (a) Ideal counting

A coherent state is an eigenstate of the annihilation operator, $a|\alpha\rangle=\alpha|\alpha\rangle$. Write $|\alpha\rangle=\sum_n c_n|n\rangle$ and use $a|n\rangle=\sqrt n\,|n-1\rangle$. Comparing the coefficients of $|n-1\rangle$ gives

$$\sqrt n\,c_n=\alpha c_{n-1}\quad\Rightarrow\quad c_n=\frac{\alpha^n}{\sqrt{n!}}\,c_0 .$$

Normalization requires $|c_0|^2\sum_n|\alpha|^{2n}/n!=|c_0|^2e^{|\alpha|^2}=1$. We choose $c_0=e^{-|\alpha|^2/2}$, real and positive. The count distribution is therefore Poissonian,

$$p_1(n)=e^{-N_1}\frac{N_1^n}{n!},\qquad N_1=|\alpha|^2,$$

and the pulse carries the mean energy $\omega N_1$ above the vacuum. For a 0 the distribution is $p_0(0)=1$, with $p_0(n)=0$ for $n\ge1$.

Let a decision rule announce "1" with probability $q_n$ when $n$ photons are counted. An error is either a false alarm (0 sent, "1" announced) or a miss (1 sent, "0" announced), so that

$$P=\tfrac12\sum_n\left[p_0(n)\,q_n+p_1(n)(1-q_n)\right].$$

Each term is a weighted mean of $p_0(n)$ and $p_1(n)$, and it is smallest when all the weight lies on the smaller of the two. The least error of any counting rule is thus

$$P_c=\tfrac12\sum_n\min[p_0(n),p_1(n)] .$$

For $n\ge1$ the minimum is zero, and the rule is to announce "1". For $n=0$ the minimum is $p_1(0)=e^{-N_1}$, and the rule is to announce "0". Any count at all means "1", and

$$P_c=\tfrac12e^{-N_1}.$$

Every error is a miss: a pulse was sent, but the counter found no photon. The factor $\tfrac12$ is the probability that a pulse was sent.

This error falls steadily with $N_1$, so the least pulse energy for a given error $P$ follows by inversion, $N_1=\ln[1/(2P)]$. For $P=10^{-9}$,

$$N_1=\ln(5\times10^8)=20.03,\qquad N_{\rm av}=\tfrac12(0+N_1)=10.02 .$$

Ideal counting needs about ten photons per bit on average. The pulse itself contains twenty, because half of the slots are empty.

### (b) The best possible measurement

Any measurement that ends in one of two answers is described by a Hermitian operator $E$ with $0\le E\le1$: the answer "1" has probability $\mathrm{Tr}\,\rho E$ in the state $\rho$, and the answer "0" has probability $\mathrm{Tr}\,\rho(1-E)$. With $\rho_0=|0\rangle\langle0|$ and $\rho_1=|\alpha\rangle\langle\alpha|$ the error is

$$P=\tfrac12\left[\mathrm{Tr}\,\rho_0E+1-\mathrm{Tr}\,\rho_1E\right]=\tfrac12\left[1-\mathrm{Tr}\,ED\right],\qquad D=\rho_1-\rho_0 .$$

Let $D$ have eigenvalues $\lambda_j$ and eigenvectors $|j\rangle$. Then $\mathrm{Tr}\,ED=\sum_j\lambda_j\langle j|E|j\rangle$, where each $\langle j|E|j\rangle$ lies between 0 and 1. The sum is largest when this number is 1 for positive $\lambda_j$ and 0 for negative $\lambda_j$. The projector onto the positive eigenspace of $D$ does this, so the bound is attained:

$$P_H=\tfrac12\Big[1-\sum_{\lambda_j>0}\lambda_j\Big].$$

For two pure states, $D$ acts only in the plane spanned by them and has at most two nonzero eigenvalues. Since $\mathrm{Tr}\,D=1-1=0$, they are $+\lambda$ and $-\lambda$. Their size follows from the trace of the square,

$$2\lambda^2=\mathrm{Tr}\,D^2=1+1-2\,\mathrm{Tr}\,\rho_0\rho_1=2(1-s),\qquad s=|\langle0|\alpha\rangle|^2=e^{-N_1},$$

where $s$ was read off from $c_0$. Hence

$$P_H=\tfrac12\left[1-\sqrt{1-e^{-N_1}}\right].$$

The measurement can be written down explicitly. The overlap $\langle0|\alpha\rangle=c_0$ is positive, so we may choose orthonormal axes in the plane, the first along the bisector of the two states:

$$|0\rangle=(\cos\theta,\ \sin\theta),\qquad|\alpha\rangle=(\cos\theta,\ -\sin\theta),\qquad \cos2\theta=\sqrt s .$$

The diagonal elements of $D$ cancel, and both off-diagonal elements equal $-2\sin\theta\cos\theta=-\sin2\theta$. The eigenvector with positive eigenvalue $\sin2\theta$ is $|v\rangle=(1,-1)/\sqrt2$. Announcing "1" when the light is found in $|v\rangle$ gives the false-alarm probability

$$|\langle v|0\rangle|^2=\tfrac12(\cos\theta-\sin\theta)^2=\tfrac12(1-\sin2\theta)=\tfrac12\left(1-\sqrt{1-s}\right)=P_H .$$

The miss probability is $1-|\langle v|\alpha\rangle|^2=1-\tfrac12(1+\sin2\theta)$, the same number. The optimum measurement shares its errors equally between the two bit values, whereas the ideal counter never gives a false alarm and pays with more misses.

### (c) Where the factor of two appears

Multiply $P_H$ by its complement:

$$P_H(1-P_H)=\tfrac14\left(1-\sqrt{1-s}\right)\left(1+\sqrt{1-s}\right)=\frac s4 .$$

Since $P_c=s/2$, it follows without approximation that

$$P_c=2P_H(1-P_H),\qquad \frac{P_c}{P_H}=2(1-P_H)=1+\sqrt{1-e^{-N_1}} .$$

At equal pulse energy the counting error therefore lies above the bound by a factor between one and two. For weak pulses the ratio is about $1+\sqrt{N_1}$ and tends to one, because both receivers are then reduced to guessing. For strong pulses it is about $2-\tfrac12e^{-N_1}$ and tends to two.

For $N_1=3$, numerical diagonalization of $D$ in a basis of 120 number states gives $P_H=0.0126$, while the count distribution gives $P_c=0.0249$. The ratio is 1.975, in agreement with the formula. At the pulse energy for which counting reaches $10^{-9}$, the bound is $5.0\times10^{-10}$.

Now hold the error fixed at $P$ instead. The optimum measurement needs $s=4P(1-P)$, or

$$N_1^H=-\ln[4P(1-P)] .$$

For $P=10^{-9}$ this is 19.34 photons in the pulse, or 9.67 per bit on average. The saving in the average is

$$\tfrac12\left\{-\ln(2P)+\ln[4P(1-P)]\right\}=\tfrac12\ln[2(1-P)]\simeq\tfrac12\ln2=0.35 ,$$

about a third of a photon per bit, or 3.5% of the counting requirement. The factor of two is thus a statement about error probability at equal energy, and not about photon number. The error depends exponentially on the energy, so a factor of two in error is bought back with only $\ln2$ additional photons in the pulse.

Ten photons is also not a limit for light in general. If the bits are instead sent as $+\beta$ and $-\beta$ with $|\beta|^2=N_{\rm av}$, the amplitudes differ by $2\sqrt{N_{\rm av}}$. The overlap formula derived in (e) then gives $s=e^{-4N_{\rm av}}$, and the Helstrom bound reaches $10^{-9}$ at $19.34/4=4.83$ photons per bit. A plain counter is useless for these signals, because both have the same photon statistics.

### (d) The value of the phase

The vector $|v\rangle$ is a superposition of the vacuum and the pulse with a definite relative phase. To measure it, the receiver must know the phase of $\alpha$. Suppose that this phase $\phi$ is uniformly random and unknown. The state for a 1 is then

$$\bar\rho_1=\int_0^{2\pi}\frac{d\phi}{2\pi}\sum_{n,m}|c_n||c_m|e^{i(n-m)\phi}|n\rangle\langle m|=\sum_n p_1(n)|n\rangle\langle n| ,$$

because the integral vanishes unless $n=m$. Now $D=\bar\rho_1-|0\rangle\langle0|$ is diagonal in photon number. Its eigenvalue for $n=0$ is $e^{-N_1}-1<0$, and those for $n\ge1$ are $p_1(n)>0$. The positive ones add up to $1-e^{-N_1}$, so the general formula of (b) gives

$$P_H^{\rm random}=\tfrac12\left[1-(1-e^{-N_1})\right]=\tfrac12e^{-N_1}=P_c .$$

With random phase, counting is itself an optimum measurement. Diagonalization of the phase-averaged problem at $N_1=20.03$ gives a least error of $1.0\times10^{-9}$, as it should. The factor of nearly two in (c) is therefore what a phase reference is worth for these signals.

### (e) An "off" pulse that is not dark

Let the two amplitudes be $\alpha_1=\sqrt{N_1}$ and $\alpha_0=\sqrt{rN_1}$, both real. From the coefficients in (a),

$$\langle\alpha_0|\alpha_1\rangle=e^{-(\alpha_0^2+\alpha_1^2)/2}\sum_n\frac{(\alpha_0\alpha_1)^n}{n!}=e^{-(\alpha_1-\alpha_0)^2/2},$$

and therefore

$$s=e^{-(\alpha_1-\alpha_0)^2}=e^{-N_1(1-\sqrt r)^2} .$$

The derivation of $P_H$ in terms of $s$ used only that the states are pure, so it still holds. The pulse must be stronger by $1/(1-\sqrt r)^2$, and the average is now $N_{\rm av}=\tfrac12(1+r)N_1$. An extinction ratio of 30 dB means $r=10^{-3}$ and $\sqrt r=0.0316$. The optimum then needs

$$N_{\rm av}=\frac{1.001}{2}\,\frac{19.34}{(0.9684)^2}=10.32,$$

instead of 9.67.

Direct counting suffers much more. The likelihood ratio $p_1(n)/p_0(n)=r^{-n}e^{-(1-r)N_1}$ rises with $n$, so the best counting rule is a threshold: announce "1" for $n\ge k$. With $k=1$, half the false-alarm probability is about $rN_1/2$, and it must stay below $10^{-9}$. Since $N_1$ must be at least 20, this demands $r<10^{-10}$, or an extinction ratio of more than 100 dB. At 30 dB the threshold must be raised, and the best choice is $k=5$ with $N_1=30.82$. The miss probability is then

$$e^{-30.82}\sum_{n=0}^{4}\frac{30.82^n}{n!}\simeq1.77\times10^{-9}.$$

The leaked light has a mean of 0.0308 photons and gives five or more counts with probability $0.23\times10^{-9}$. Half the sum is $1.0\times10^{-9}$. The average is 15.42 photons per bit, about 1.5 times the optimum for the same extinction ratio. At this same pulse energy the Helstrom error is $7\times10^{-14}$, so direct counting now lies above the bound by a factor of about $10^4$. The factor of two holds for a dark "off" state and fails here.

A phase reference restores it. Let the unitary displacement operator $T$ shift the field amplitude by $-\alpha_0$, so that $T^\dagger aT=a-\alpha_0$, or $aT=T(a-\alpha_0)$. Then

$$a\,T|\alpha_1\rangle=T(a-\alpha_0)|\alpha_1\rangle=(\alpha_1-\alpha_0)\,T|\alpha_1\rangle .$$

The "on" pulse becomes a coherent state of amplitude $\alpha_1-\alpha_0$, and by the same argument the "off" pulse becomes the vacuum. Counting after the shift has the error $\tfrac12e^{-(\alpha_1-\alpha_0)^2}=s/2$, which is again $2P_H(1-P_H)$. The requirement falls to $N_{\rm av}=\tfrac12(1.001)(20.03)/(0.9684)^2=10.69$.

### (f) The link at 1550 nm

The photon energy is 0.800 eV, so an ideal "on" pulse carries $20.03\times0.800=16.0$ eV. At $10^7$ bits per second the average received power is

$$10.02\times0.800\ \mathrm{eV}\times10^7\ \mathrm{s^{-1}}=12.8\ \mathrm{pW},$$

or $-78.9$ dBm (decibels relative to 1 mW). The imperfections are first taken one at a time, with the error held at $10^{-9}$.

**Efficiency.** Losing each photon independently with probability $1-\eta$ turns a Poisson distribution of mean $N_1$ into one of mean $\eta N_1$. The requirement becomes $10.02/0.9=11.13$ photons per bit.

**Dark counts.** One wire gives $d=100\times10^{-9}=10^{-7}$ dark counts per gate. A single wire only tells a click from no click, so each dark count in an empty slot is a false alarm. However strong the pulse, the error cannot fall below $\tfrac12(1-e^{-d})\simeq5\times10^{-8}$, which already misses the target. A receiver that can count may ask for two counts instead. For the whole array $d=1.6\times10^{-6}$, and the false-alarm probability $d^2/2$ is then about $10^{-12}$. The miss probability rises to about $e^{-N_1}(1+N_1)$, and the requirement for a perfect counter with this dark rate is 11.61 photons per bit.

**Leakage.** This is the case treated in (e), with 15.42 photons per bit. It is the largest of the three effects. For a single wire it is ruinous. With $x=\eta N_1$ and small $rx$, the error is about $\tfrac12(e^{-x}+rx)$. Setting the derivative to zero gives $e^{-x}=r$, so $x=\ln1000=6.91$ and $N_1=7.7$. The least error is $\tfrac12r(1+\ln r^{-1})\simeq0.004$. A stronger pulse makes matters worse, since at fixed extinction ratio the leak grows with it.

**All together.** The array spreads the light evenly over 16 wires, and a wire that absorbs two photons still gives one click. If the mean number of detection events is $\mu$, each wire fires with probability $1-e^{-\mu/16}$, and the number of clicks is binomial. The best threshold is again five clicks, and the requirement is 20.2 photons per bit, or 25.9 pW ($-75.9$ dBm). This is twice the ideal figure. Leakage and efficiency alone would give $15.42/0.9=17.1$. The dark counts hardly add to this, because $1.6\times10^{-6}$ is far below the mean leak of about 0.04 detected photons. The remaining three photons are thus the price of having only 16 wires.

Two further effects are small for these numbers. Thermal light at 300 K, passed by a 100 GHz filter in two polarizations, brings $7\times10^{-12}$ photons per gate. If a wire recovers exponentially with a time constant of 10 ns, its efficiency at the next bit, 100 ns later, is lower by the fraction $e^{-10}=4.5\times10^{-5}$.

These parameters describe a slow link with a cryogenic detector. The light is assumed to arrive only within the gates, as from a pulsed laser. If the same modulator cut the pulses from a continuous beam, the leak between gates would add about 4 photons per bit to the received power, and its detections would lower the mean efficiency of the wires by about 2%. Timing jitter, crosstalk between wires, afterpulsing and stray light are left out, and each can raise the requirement. A receiver made of a photodiode without internal gain and an electronic amplifier does not meet the assumption of noiseless counting: the amplifier adds its own noise to the photocurrent, and the signal must stand out above it. The photon numbers found here do not apply to such a receiver. The ten photons of part (a) are a reference for a perfect counter and a perfectly dark "off" state. With the values used here, removing the leak from the full receiver would lower the requirement from 20.2 to 13.4 photons per bit. Unit efficiency would lower it only to 18.2, and a perfect counter in place of the 16 wires to 17.1. The leak therefore offers the largest gain, but only if it is suppressed strongly: with an extinction ratio of 40 dB the full receiver still needs 17.7 photons per bit, and with 60 dB it needs 13.5. If the phase of the leaked field is stable, nulling it at 30 dB would lower the requirement to 14.3 when the cancellation is complete, but only to about 16.6 when 1% of the leaked power remains (16.5 if the residual field is in phase with the pulse, 16.7 if it is in opposition). The main values are in the numerical output below.

## Values computed for the example and the checks

```
IDEAL RECEIVER
target error probability: 1.0e-09
counting, photons in on pulse: 20.0301
counting, average photons per bit: 10.0151
Helstrom, photons in on pulse: 19.3370
Helstrom, average photons per bit: 9.6685
average photons saved per bit: 0.3466
saving relative to counting: 3.46 %
Helstrom error at counting energy: 5.0000e-10
best error with random phase: 1.0000e-09
N1 | counting error | Helstrom error | ratio
0.1 | 4.5242e-01 | 3.4576e-01 | 1.30848
1.0 | 1.8394e-01 | 1.0247e-01 | 1.79506
3.0 | 2.4894e-02 | 1.2606e-02 | 1.97479
10.0 | 2.2700e-05 | 1.1350e-05 | 1.99998
20.0 | 1.0306e-09 | 5.1529e-10 | 2.00000
EXAMPLE INPUTS (rough typical values)
wavelength: 1550 nm
bit rate: 10 Mb/s
gate: 1 ns
efficiency: 0.90
dark rate per wire: 100 1/s
wires in array: 16
extinction ratio: 30 dB
recovery time constant: 10 ns
filter width: 100 GHz
background temperature: 300 K
EXAMPLE RESULTS
photon energy: 0.7999 eV
ideal on-pulse energy: 16.022 eV
ideal average power: 12.84 pW = -78.92 dBm
average photons per bit (threshold k) with
  efficiency only: 11.128 (k=1)
  array dark counts only: 11.609 (k=2)
  leakage only: 15.424 (k=5)
  all, finite array: 20.224 (k=5)
average power, all: 25.92 pW = -75.86 dBm
leakage, Helstrom average photons: 10.321
leakage, nulled then counted, average: 10.691
leakage, on pulse for direct counting: 30.818 photons
Helstrom error at that on pulse: 7.03e-14
dark counts per gate, one wire: 1.0e-07
dark counts per gate, array: 1.6e-06
single wire, error floor from dark counts: 5.00e-08
single wire, least error with leakage: 3.94e-03
  reached at on pulse of 7.68 photons
background photons per gate: 7.3e-12
efficiency deficit at next bit: 4.5e-05
```
